# Why an abrupt source edge reflects electrons above the transistor barrier

An electron of energy $E$ enters a transistor channel whose band edge lies higher than that of the source by $V_0<E$. Classically it slows down and passes. Let the potential rise in a single abrupt step. The probability $R$ that the electron is reflected can depend on $E$, $V_0$, the mass $m$ and $\hbar$. The only lengths these supply are of the type $\hbar/\sqrt{mE}$, and the step has no length with which to compare them. A dimensionless $R$ must therefore be a function of $E/V_0$ alone. Planck's constant drops out, so the reflection cannot be made small by making the mass large.

If the potential rises over a length $a$, a second number appears, $a\sqrt{mE}/\hbar$, and reflection can disappear when it is large. The length also brings an energy, $\hbar^2/ma^2$. If a wide edge turns back only the electrons in a window of about this size above the barrier, the lost current scales as $1/a^2$. The smooth edge solved below behaves in this way, though not every shape does. The model supplies the functions and the factors.

## The model and its current

The device is a wire with one spin-degenerate subband and constant mass. The band edge is at $0$ in the source and at $V_0$ in a long channel. Both potentials are held fixed, there is no scattering, and the drain neither reflects nor injects electrons. In atomic units, $\hbar=e=m_e=1$, the wave numbers are

$$k_1=\sqrt{2mE},\qquad k_2=\sqrt{2m(E-V_0)} .$$

The source supplies $2\,dk_1/2\pi$ right-moving electrons per unit length at full occupation, the 2 being for spin. Their speed is $k_1/m=dE/dk_1$. With transmission $T=1-R$ and Fermi function $f$, the current is

$$I=\int\frac{dk_1}{\pi}\,\frac{k_1}{m}\,Tf=\frac{J}{\pi},\qquad J=\int Tf\,dE .$$

In ordinary units $I=(2e/h)J$, with $J$ an energy. For $E<V_0$ the channel wave decays and carries no current, so $T=0$. The classical current has $T=1$ above $V_0$:

$$J_{\rm cl}=\int_{V_0}^\infty\frac{dE}{1+e^{(E-\mu)/kT}}=kT\ln\!\left[1+e^{(\mu-V_0)/kT}\right],$$

where $kT$ is the thermal energy and $\mu$ the source Fermi level.

The worked example uses round parameters: $m=0.2$, $V_0=0.10$ eV, $\mu=0.15$ eV and 300 K, so $kT=0.02585$ eV. A constant effective mass presumes a potential that varies little over a lattice cell. The abrupt step and the edges of a few Å are therefore limits of the model, not descriptions of a particular junction. The exponent is $0.05/0.02585=1.934$, and $J_{\rm cl}=0.02585\ln(1+e^{1.934})=0.0535$ eV, or 4.14 µA.

## The abrupt edge

Put the step at $x=0$. The wave is $e^{ik_1x}+re^{-ik_1x}$ on the left and $\tau e^{ik_2x}$ on the right. The potential is finite, so $\psi$ and $\psi'$ are continuous:

$$1+r=\tau,\qquad k_1(1-r)=k_2\tau .$$

Inserting the first in the second gives $k_1-k_2=r(k_1+k_2)$, hence

$$r=\frac{k_1-k_2}{k_1+k_2},\qquad T=1-r^2=\frac{4k_1k_2}{(k_1+k_2)^2}.$$

The mass cancels, as the dimensional argument requires. Just above the barrier $k_2\to0$ and $T\approx4k_2/k_1$, so reflection is nearly total. Far above it, $k_2\approx k_1(1-V_0/2E)$ and $R\approx(V_0/4E)^2$.

At $E=0.15$ eV, $k_2/k_1=\sqrt{0.05/0.15}=0.577$ and $R=(0.423/1.577)^2=0.072$. At 0.101 eV, only 1 meV above the barrier, $R=0.67$. Numerical integration over the Fermi distribution gives $J=0.0448$ eV, or 3.47 µA. This is 84% of the classical current: 16% is lost although every electron counted has enough energy to pass.

## Where the reflection comes from

For a general potential below $E$, let $k(x)=\sqrt{2m(E-V(x))}$ and $\varphi'=k$. Define two amplitudes $A(x)$ and $B(x)$ by

$$\psi=k^{-1/2}(Ae^{i\varphi}+Be^{-i\varphi}),\qquad \psi'=ik^{1/2}(Ae^{i\varphi}-Be^{-i\varphi}).$$

On a plateau they multiply the right- and left-moving waves. The current is proportional to ${\rm Im}\,\psi^*\psi'=|A|^2-|B|^2$, so $R=|B/A|^2$ in the source.

Differentiating the first definition and demanding that it agree with the second gives

$$A'e^{i\varphi}+B'e^{-i\varphi}=\frac{k'}{2k}(Ae^{i\varphi}+Be^{-i\varphi}).$$

Differentiating the second and using $\psi''=-k^2\psi$ gives

$$A'e^{i\varphi}-B'e^{-i\varphi}=-\frac{k'}{2k}(Ae^{i\varphi}-Be^{-i\varphi}).$$

Half the sum and half the difference are

$$A'=\frac{k'}{2k}Be^{-2i\varphi},\qquad B'=\frac{k'}{2k}Ae^{2i\varphi}.$$

The slope of the potential couples the two directions of motion. For $\rho=B/A$, the relation $\rho'=B'/A-BA'/A^2$ becomes

$$\rho'=\frac{k'}{2k}\left(e^{2i\varphi}-\rho^2e^{-2i\varphi}\right),\qquad \rho=0\ \text{in the channel}.$$

When reflection is weak, dropping the $\rho^2$ term gives a good estimate in the source, $\rho\approx-\int(k'/2k)e^{2i\varphi}dx$, though its relative error need not vanish as $R\to0$. Each piece of the slope sends back a small wave, with a phase set by the path to that piece and back. On a wide edge the phases turn and the pieces cancel.

On an abrupt edge $\varphi$ has no distance over which to change. Set it to zero there. Then $\rho'/(1-\rho^2)=k'/2k$, and integration from source to channel gives

$$0-\operatorname{artanh}\rho=\tfrac12\ln\frac{k_2}{k_1},\qquad \rho=\tanh\!\left(\tfrac12\ln\frac{k_1}{k_2}\right)=\frac{k_1-k_2}{k_1+k_2}.$$

This is the matching result again, now read as a sum of reflections in phase.

The role of the phases can be isolated. Take the edge $V=V_0/(1+e^{-x/a})$ with $a=10$ Å and $E=0.15$ eV. Numerical integration of the equation for $\rho$ gives $R=0.0013$. With the same slope, but both phase factors replaced by 1, it gives 0.072, the abrupt value.

## The abrupt edge is the worst monotone one

Write $\rho=|\rho|e^{i\theta}$. The real part of $e^{-i\theta}\rho'$ is

$$|\rho|'=\frac{k'}{2k}(1-|\rho|^2)\cos(2\varphi-\theta).$$

The cosine lies between $-1$ and $1$, so $\operatorname{artanh}|\rho|$ changes no faster than $|k'|/2k$. Integrating back from the channel, where $\rho=0$,

$$\operatorname{artanh}\sqrt R\le\frac12\int\frac{|k'|}{k}\,dx .$$

If the potential rises monotonically, the right side is $\frac12\ln(k_1/k_2)$, whatever the shape. The abrupt step reaches this bound. At every energy above $V_0$ it reflects at least as much as any other monotone edge between the same plateaus, and therefore

$$I_{\rm abrupt}\le I_{\rm graded}\le I_{\rm classical}.$$

Monotonicity matters. Insert a shelf at 0.14 eV between source and channel, still below $E=0.15$ eV, with wave number $k_b$. The integral now counts the fall from $k_1$ to $k_b$ and the rise to $k_2$, so the bound becomes $\frac12\ln(k_1k_2/k_b^2)$, or

$$R\le\left(\frac{k_1k_2-k_b^2}{k_1k_2+k_b^2}\right)^2 .$$

Squared wave numbers are proportional to $E-V$, so $k_1k_2:k_b^2=\sqrt{0.15\times0.05}:0.01=0.0866:0.01$, and the bound is 0.629. A shelf 69 Å long, solved on a lattice, gives $R=0.629$, nearly nine times the value for the plain step. Its length is close to a quarter wavelength, which brings the reflections from its two ends into phase.

## The smooth edge solved

For $V=V_0/(1+e^{-x/a})$ the potential climbs from 10% to 90% of $V_0$ over $2a\ln9\approx4.4a$. Let $y=-e^{-x/a}$ and $\vartheta=y\,d/dy$, so that $d/dx=-\vartheta/a$. Since $2mV_0=k_1^2-k_2^2$, the Schrödinger equation reads

$$\vartheta^2\psi+a^2\left[k_1^2-\frac{k_1^2-k_2^2}{1-y}\right]\psi=0 .$$

The transmitted wave suggests $\psi=e^{ik_2x}w=(-y)^sw$ with $s=-iak_2$. This replaces $\vartheta$ by $\vartheta+s$ when acting on $w$. Multiply by $1-y$:

$$(1-y)(\vartheta+s)^2w+a^2(k_2^2-k_1^2y)w=0 .$$

Because $s^2=-a^2k_2^2$, the constant terms cancel, leaving

$$\vartheta(\vartheta+2s)w=y(\vartheta+\alpha)(\vartheta+\beta)w,$$

$$\alpha=ia(k_1-k_2),\qquad \beta=-ia(k_1+k_2).$$

For a power series $w=\sum c_ny^n$ this means $n(n+2s)c_n=(n-1+\alpha)(n-1+\beta)c_{n-1}$. With $c_0=1$ that is the hypergeometric series $F(\alpha,\beta;\gamma;y)$, $\gamma=1+2s$. In the channel $y\to0$ and $w\to1$, as required.

The source is at $y\to-\infty$. To get there, write

$$F=\frac{\Gamma(\gamma)}{\Gamma(\alpha)\Gamma(\beta)}\int\frac{dz}{2\pi i}\,\frac{\Gamma(\alpha+z)\Gamma(\beta+z)\Gamma(-z)}{\Gamma(\gamma+z)}(-y)^z ,$$

along an upward path that keeps the poles of $\Gamma(-z)$ on its right and the others on its left. For $|y|<1$, closing on the right collects the poles $z=0,1,2,\dots$ and reproduces the series. For $|y|>1$, closing on the left collects the other poles. The leading ones, $z=-\alpha$ and $z=-\beta$, give

$$F\to\frac{\Gamma(\gamma)\Gamma(\beta-\alpha)}{\Gamma(\beta)\Gamma(\gamma-\alpha)}(-y)^{-\alpha}+\frac{\Gamma(\gamma)\Gamma(\alpha-\beta)}{\Gamma(\alpha)\Gamma(\gamma-\beta)}(-y)^{-\beta}.$$

After multiplication by $(-y)^s$, the first term is proportional to $e^{ik_1x}$, the incident wave, and the second to $e^{-ik_1x}$, the reflected one. Here $\gamma-\alpha=1+\beta$ and $\gamma-\beta=1+\alpha$. Since $\alpha-\beta=2iak_1$ is imaginary, $\Gamma(\alpha-\beta)$ and $\Gamma(\beta-\alpha)$ have equal moduli. Thus

$$R=\left|\frac{\Gamma(\beta)\Gamma(1+\beta)}{\Gamma(\alpha)\Gamma(1+\alpha)}\right|^2 .$$

The reflection formula $\Gamma(iu)\Gamma(1-iu)=\pi/\sin(i\pi u)$, with $|\Gamma(1-iu)|=|\Gamma(1+iu)|$, gives $|\Gamma(iu)\Gamma(1+iu)|=\pi/|\sinh\pi u|$. Hence

$$R=\left[\frac{\sinh\pi a(k_1-k_2)}{\sinh\pi a(k_1+k_2)}\right]^2 .$$

For $a\to0$ each sinh becomes its argument and the abrupt result returns. For $\pi a(k_1-k_2)\gg1$ each sinh is half an exponential and $R\to e^{-4\pi ak_2}$.

## Why smoothing removes the loss slowly

At a given energy above the barrier, reflection falls exponentially with $a$. At threshold $k_2=0$, however, $R=1$ for every $a$. For small $k_2$ the formula gives $1-R\approx4\pi ak_2\coth(\pi ak_1)$. On a wide edge the coth is close to 1, so the slowest electrons, those with $k_2$ up to about $1/4\pi a$, are still strongly reflected. Widening the edge narrows this window but never closes it.

For a wide edge these electrons dominate the loss. Use $dE=k_2\,dk_2/m$ and replace $f$ by its threshold value:

$$J_{\rm cl}-J=\int_{V_0}^\infty Rf\,dE\approx\frac{f(V_0)}{m}\int_0^\infty k_2e^{-4\pi ak_2}dk_2=\frac{f(V_0)}{16\pi^2ma^2}.$$

This requires $\pi a\sqrt{2mV_0}\gg1$. It also requires $f$ to vary little over the reflected window. The mean energy there, measured from $V_0$, is the ratio of $\int k_2^3e^{-4\pi ak_2}dk_2/2m$ to $\int k_2e^{-4\pi ak_2}dk_2$. It equals $3/(16\pi^2ma^2)$. It is enough that this be small compared with $kT$ or, when $\mu$ lies above $V_0$, with $\mu-V_0$.

Integrating the full $R$ numerically gives the following, with $f(V_0)=0.874$:

| $a$ (Å) | $J/J_{\rm cl}$ | loss (meV) | $1/a^2$ law (meV) |
|---|---|---|---|
| 2 | 0.856 | 7.73 | 52.7 |
| 5 | 0.910 | 4.84 | 8.43 |
| 10 | 0.964 | 1.92 | 2.11 |
| 20 | 0.990 | 0.522 | 0.527 |

At $a=2$ Å the edge is almost abrupt and the law does not apply: it exceeds even the abrupt loss, $53.5-44.8=8.7$ meV. At 20 Å it is 1% above the integral. Most of that 1% is the fall of $f$ across the window. The mean energy is $3\times0.527/0.874=1.8$ meV, and the relative slope of $f$ is $-(1-f)/kT=-4.9$ per eV, which together give $-0.9\%$.

The power of $a$ belongs to this shape, which approaches its plateau exponentially. A long linear ramp of length $L$ ends in a corner, and an electron near threshold feels only the slope $V_0/L$ there. Slope and mass supply a single energy, $(V_0^2/mL^2)^{1/3}$ in atomic units, which sets the width of the reflected window. For a long ramp the loss then falls only as $L^{-2/3}$. With the parameters above this power holds closely from about $L=200$ Å upward; at that length the loss is 1.3 meV, against 0.16 meV for the smooth edge of the same 10–90% width.

## When the channel charge is fixed instead

So far the potential was fixed, which suits a gate that pins the channel potential. Reflection also removes charge from the channel. The transmitted density is $\tau^2$ times the incident one, with $\tau=2k_1/(k_1+k_2)$. From $k_1dk_1=k_2dk_2$ and $T=\tau^2k_2/k_1$,

$$n=\frac1\pi\int\tau^2f\,dk_1=\frac1\pi\int Tf\,dk_2 .$$

The mean speed $J/\pi n$ is the average of $k_2/m$ with weight $Tf$. At the abrupt edge $T$ increases with energy, so it shifts weight towards fast electrons and raises the average. In the example, $n$ falls from 0.0149 to 0.0102 per Å, a factor 0.685, while the speed rises by a factor 1.224. Their product is the current ratio 0.84.

If the gate pins the charge, the barrier must fall until $n$ regains its classical value. Solving for this numerically at the abrupt edge gives a barrier of 0.070 eV and $J=0.0726$ eV, 36% above the classical current at 0.10 eV. For the smooth edge the excess is 19% at $a=10$ Å and 10% at $a=20$ Å. The sign of the effect has reversed. Between these limits the outcome depends on how far the barrier yields, which the gate electrostatics must decide.

## A channel of finite length

In a finite channel, tunnelling adds current below $V_0$. Place the drain band edge 0.4 eV below that of the source. Electrons then carry about 0.5 eV of kinetic energy in the drain, where a constant mass describes a real band poorly, so the numbers below belong to the model only. With the drain Fermi level lowered equally, the drain occupation at the source band edge is $6\times10^{-5}$, and its injection is neglected. The Schrödinger equation is solved by finite differences.

For a 200 Å channel whose potential falls smoothly at the drain ($a=10$ Å), an abrupt source gives $J=0.0442$ eV and a source graded with $a=10$ Å gives 0.0503 eV. Less than 1% of either comes from below $V_0$. The abrupt source carries 12% less, close to the 13% of the endless channel, where the two values are 44.8 and $53.5-1.9=51.6$ meV.

A rectangular barrier 10 Å long, with abrupt edges on both sides, behaves differently. It carries $J=0.0890$ eV, 1.66 times the classical value, of which 0.0493 eV tunnels below $V_0$. The part above the barrier, 0.0398 eV, is still less than the classical 0.0535 eV. Both edges reflect there: the abrupt drain drop alone, with no barrier, already lowers this part to 0.0477 eV. Tunnelling more than repays the loss.

All numerical values are calculated from the stated model.
